Recovering a bias-dependent Gaussian Schottky-barrier distribution from currents at several temperatures

**Problem**

A metal contact on an n-type semiconductor consists of many patches that conduct in parallel, each by thermionic emission over its own barrier. The barrier Φ, measured from the metal Fermi level to the conduction band at the interface, is given as a potential in volts, so that its energy is qΦ with q > 0 the elementary charge. Forward bias V is positive. The fraction of the area with barrier between Φ and Φ + dΦ is P dΦ, where

P(Φ,V) = exp{−[Φ − m(V)]²/[2s²(V)]} / √[2πs²(V)],

m(V) = m0 + ρ2 V, s²(V) = s0² + ρ3 V.

A patch with barrier Φ carries the current density A*T² exp(−βΦ)(e^{βV} − 1), where β = q/(kT) and A* is the Richardson constant. Neglect series resistance, tunnelling, image-force lowering and any influence of one patch on its neighbours. Take A*, m0, s0², ρ2 and ρ3 as independent of temperature.

The model parameters are m0 = 0.80 V, s0 = 0.060 V, ρ2 = 0.03, ρ3 = −0.004 V and A* = 100 A cm⁻² K⁻². Use nine temperatures from 180 to 340 K in steps of 20 K, and nine biases from 0.04 to 0.20 V in steps of 0.02 V.

(a) Find the total current density J(V,T). Which barriers carry most of the current, and when may the Gaussian tail be trusted?

(b) Generate the currents. How do the saturation current density J0 and the ideality factor n follow from them, and what does n(T) reveal?

(c) Treat the parameters as unknown and recover m0, s0 and A* from J0(T).

(d) What does an ordinary Richardson line give?

(e) A modified Richardson plot first takes the variance from apparent barriers, which requires a value of A*. What does it return if the assumed value is 30 A cm⁻² K⁻²?

(f) How precisely does J0(T) determine m0, s0 and A* if each current has an independent random error of 1 % of its value?

**Hints**

For (a), complete the square in the exponent of P exp(−βΦ). What remains under the integral is again a Gaussian; look at its centre.

For (b), write e^{βV} − 1 as e^{βV}(1 − e^{−βV}) and move the bracket to the left-hand side.

For (c), regard ln(J0/T²) as a function of β. Count its coefficients, then count the temperatures needed to fix them.

For (d), a least-squares line through points on a parabola crosses that parabola twice.

For (e), keep the residuals of the first fit. They are orthogonal to a constant and to β, which removes most terms in the second fit.

For (f), both fits are linear in the logarithm of the current.

**Solution**

(a) Total current

With u = Φ − m, the exponent under the integral is −u²/(2s²) − βu − βm. Since

(u + βs²)²/(2s²) = u²/(2s²) + βu + β²s²/2,

it can be rewritten as

−u²/(2s²) − βΦ = −(Φ − m + βs²)²/(2s²) − βm + β²s²/2.

The first term on the right is a Gaussian of the original width, and its normalized integral over all Φ is one. Hence

J = A*T² (e^{βV} − 1) exp(−βm + β²s²/2).  (1)

Two barriers must be kept apart. Current is distributed over Φ as a Gaussian centred at

Φdom = m − βs²,

whereas writing the exponential in (1) as exp(−βΦap) defines the apparent barrier

Φap = m − βs²/2.

The dominant barrier lies lower because Φap also accounts for the small area occupied by the low patches. At 180 K and zero bias, β = 64.47 V⁻¹ and s0² = 0.0036 V², so

Φdom = 0.800 − 64.47 × 0.0036 = 0.568 V,

Φap = 0.800 − 0.116 = 0.684 V.

When βs² is small compared with m, both tend to m. On cooling, the current moves into the low-barrier tail, where the model eventually fails. If ζ is the distance from the bulk Fermi level to the conduction band, divided by q, a patch has band bending Φ − V − ζ. At or below zero band bending the thermionic law no longer describes it. The fraction of the modelled current in such patches is the normal tail below V + ζ of a Gaussian centred at Φdom.

Take ζ = 0.20 V at every temperature, for simplicity; at fixed doping ζ normally rises with temperature, and the check must then be repeated with its actual values. At 180 K and V = 0.20 V, m = 0.806 V, s² = 0.0028 V² and s = 0.0529 V. The centre is 0.806 − 0.181 = 0.625 V, which is 0.225/0.0529 = 4.3 standard deviations above the limit of 0.40 V. The corresponding fraction is 1.0 × 10⁻⁵, the largest on the grid, so the tail is harmless here. If ζ stayed at 0.20 V on cooling, the margin at zero bias would fall to four standard deviations when

0.80 − 0.0036β − 0.20 = 4 × 0.060, or β = 100 V⁻¹,

which is T = 116 K. At 0.20 V bias the same margin is reached sooner, at 167 K. Tunnelling, neglected here, may set an earlier limit.

(b) Currents, J0 and n

Divide (1) by 1 − e^{−βV}, insert m(V) and s²(V), and take the logarithm:

ln[J/(1 − e^{−βV})] = ln(A*T²) − βm0 + β²s0²/2 + βV(1 − ρ2 + βρ3/2).

This is a straight line in V, ln J0 + βV/n, with

ln J0 = ln(A*T²) − βm0 + β²s0²/2,  (2)

1/n = 1 − ρ2 + βρ3/2.  (3)

A mean barrier that rises with forward bias (ρ2 > 0) raises n. So does a variance that falls with bias (ρ3 < 0), because the low-barrier tail then contributes less. The second effect grows on cooling.

The currents below come from Gauss–Legendre integration over the barrier density, from Φ = 0 to ten standard deviations above the mean. J0 and n come from the least-squares line in V at each temperature. J and J0 are in A cm⁻², β is in V⁻¹, and y = ln(J0/T²) uses the numerical values in these units.

| T (K) | β | J at 0.20 V | J0 | n | y |
|---|---|---|---|---|---|
| 180 | 64.470 | 1.176e−8 | 2.294e−13 | 1.189 | −39.4891 |
| 200 | 58.023 | 2.390e−7 | 1.188e−11 | 1.171 | −35.7530 |
| 220 | 52.748 | 3.121e−6 | 3.415e−10 | 1.157 | −32.5849 |
| 240 | 48.352 | 2.861e−5 | 6.149e−9 | 1.145 | −29.8683 |
| 260 | 44.633 | 1.970e−4 | 7.589e−8 | 1.135 | −27.5153 |
| 280 | 41.445 | 1.074e−3 | 6.882e−7 | 1.127 | −25.4588 |
| 300 | 38.682 | 4.825e−3 | 4.836e−6 | 1.120 | −23.6469 |
| 320 | 36.264 | 1.843e−2 | 2.747e−5 | 1.114 | −22.0390 |
| 340 | 34.131 | 6.139e−2 | 1.304e−4 | 1.109 | −20.6027 |

By (3), 1/n − 1 is linear in β/2, with slope ρ3 and intercept −ρ2. At 180 K it is 1/1.1890 − 1 = −0.1590 with β/2 = 32.235 V⁻¹. At 340 K it is 1/1.1090 − 1 = −0.0983 with β/2 = 17.066 V⁻¹. Therefore

ρ3 = (−0.1590 + 0.0983)/(32.235 − 17.066) = −0.0040 V,

ρ2 = 0.0983 − 0.0040 × 17.066 = 0.030.

No value of A* was needed. However, n contains the bias derivatives of the mean and variance and says nothing about m0 or s0 themselves.

(c) Mean, variance and Richardson constant

Equation (2) gives

y = ln A* − βm0 + β²s0²/2.  (4)

This is a parabola in β with three unknown coefficients, so three different temperatures determine it. Take 180, 240 and 340 K, labelled 1, 2 and 3. Since β1² − β2² = (β1 − β2)(β1 + β2), the slope between points 1 and 2 is

D12 = (y1 − y2)/(β1 − β2) = −m0 + (s0²/2)(β1 + β2),

and similarly for D23. Subtraction eliminates m0:

s0²/2 = (D12 − D23)/(β1 − β3).

The table gives

D12 = (−39.4891 + 29.8683)/16.118 = −0.59690 V,

D23 = (−29.8683 + 20.6027)/14.221 = −0.65154 V,

s0²/2 = 0.05464/30.339 = 0.00180 V².

Thus s0² = 0.0036 V² and s0 = 0.060 V. The mean follows from D23:

m0 = 0.6515 + 0.00180 × (48.352 + 34.131) = 0.800 V.

Finally, (4) at 340 K gives

ln A* = −20.6027 + 34.131 × 0.800 − 34.131² × 0.00180 = 4.605,

so A* ≈ 100 A cm⁻² K⁻². A least-squares parabola through all nine points returns 0.8000 V, 0.0600 V and 100.00 A cm⁻² K⁻². The mean barrier energy is therefore 0.800 eV. This agreement shows that noiseless data determine the parameters; the effect of random errors is the subject of (f).

(d) Ordinary Richardson line

The local slope of (4) is

dy/dβ = −(m0 − βs0²),

minus the dominant barrier at zero bias. A straight line fitted to the parabola has residuals whose sum is zero and whose sum weighted by β is zero. Such residuals must change sign at least twice. A parabola minus a line has at most two zeros, so there are two crossings, βa and βb, within the fitted range. The residual is therefore (s0²/2)(β − βa)(β − βb). Subtracting it from (4) leaves the fitted line:

slope = −m0 + (s0²/2)(βa + βb),

intercept = ln A* − (s0²/2)βaβb.

The barrier and the prefactor are both too low. The nine-point fit gives 0.624 V and 1.63 A cm⁻² K⁻², a prefactor about 61 times smaller than the one used to generate the data. These values imply

βa + βb = 2(0.800 − 0.624)/0.0036 ≈ 98 V⁻¹,

βaβb = 2 ln(100/1.63)/0.0036 ≈ 2290 V⁻²,

with crossings near 39 and 59 V⁻¹, inside the measured range. In this model the small prefactor reflects the curvature of the plot and needs no reduced contact area.

(e) Two-step modified plot

Let A′ be the assumed Richardson constant and δ = ln(A′/A*). The apparent barriers calculated with A′ are

Φap′ = (ln A′ − y)/β = m0 − βs0²/2 + δ/β.  (5)

If A′ = A*, the last term vanishes. A line in β then has intercept m0 and slope −s0²/2, and the second plot of y − β²s0²/2 against β gives −m0 as its slope and ln A* as its intercept.

For A′ = 30, δ = ln 0.30 = −1.204. The extra term is −0.0187 V at 180 K and −0.0353 V at 340 K. Between these end points it adds

(−0.0187 + 0.0353)/30.339 = +0.00055 V²

to the slope. The slope changes from −0.00180 to about −0.00125 V², which would be read as a variance of 0.0025 V² and a standard deviation of 0.050 V. The nine-point fit gives 0.0501 V and a mean of 0.748 V, 52 mV below the true mean.

To see what the second plot does, write the first fit as Φap′ = a + bβ + r, with residuals r satisfying Σr = 0 and Σβr = 0. The inferred variance is −2b. From (5),

y = ln A′ − βΦap′ = ln A′ − aβ − bβ² − βr.

The modified ordinate is

z = y − β²(−2b)/2 = y + bβ² = ln A′ − aβ − βr.

The quadratic term has cancelled. Now fit z by a line in β. The term −βr has zero mean. Its least-squares slope is −c, where

c = Σ(β − β̄)βr / Σ(β − β̄)² = Σβ²r / Σ(β − β̄)²,

β̄ is the mean of β, and the second form uses Σβr = 0. A fitted line passes through the mean point, so the slope −c adds β̄c to the intercept:

ln A(returned) = ln A′ + β̄c,

m(returned) = a + c.  (6)

If the first plot is nearly straight, c is small and the second plot returns nearly the value put in. Here it gives 28.8 A cm⁻² K⁻² and 0.747 V. The small shift is away from the true value of 100, not towards it. The reason is that r is the residual of δ/β, since the other terms in (5) are linear. For δ < 0 this function is concave, so its residual is negative, positive and negative again across the range. Let its two zeros be βc and βd. The orthogonality conditions allow Σβ²r to be replaced by Σ(β − βc)(β − βd)r, in which no term is positive. Thus c < 0. For δ > 0 the signs reverse, and the shift is again away from A*.

Agreement between the returned and assumed constants is therefore no independent evidence for A*. Nor is a high correlation: the first plot has R² = 0.994, where R² is the fraction of the variance of Φap′ accounted for by the line. The information that distinguishes 30 from 100 lies in the residuals, whose largest magnitude is 1.6 mV.

(f) Precision

A small relative error in J is an equal absolute error in ln J. For the line in V, the variance of the intercept with N = 9 points and relative current error η = 0.01 is

var(ln J0) = η²[1/N + V̄²/Σ(V − V̄)²].

Here V̄ = 0.12 V and Σ(V − V̄)² = 0.024 V², so

sd(ln J0) = 0.01 × √(0.111 + 0.600) = 0.0084.

This error is the same at each temperature. Let X have rows (1, −β, β²/2), multiplying the parameters ln A*, m0 and s0². Least squares gives the estimates (XᵀX)⁻¹Xᵀy, and independent errors of variance σ² in y give them the covariance σ²(XᵀX)⁻¹. Numerical evaluation yields standard deviations of 3.3 mV for m0, 6.7 × 10⁻⁵ V² for s0² and 0.078 for ln A*. Since d(s0²) = 2s0 ds0, the error in s0 is

6.7 × 10⁻⁵/(2 × 0.060) = 5.6 × 10⁻⁴ V = 0.56 mV.

These errors belong to the route through J0, which fits a separate slope at each temperature. A joint fit of all 81 currents to (1) ties the slopes together through (3) and makes the errors in m0, s0 and ln A* less than half as large.

If A* is known, its column is removed from X. The standard deviations become 0.31 mV for m0 and 1.2 × 10⁻⁵ V² for s0². The gain in precision is real if A* is right. If it is wrongly fixed at 30 A cm⁻² K⁻², the same fit puts the mean about 50 mV too low, much as in (e).

Thermometry matters as well. Differentiating (2), with dβ/dT = −β/T, gives

d ln J0/dT = [2 + β(m0 − βs0²)]/T.

At 180 K this is (2 + 64.47 × 0.568)/180 = 0.21 K⁻¹. A temperature error of 0.1 K changes ln J0 by 0.021, more than twice the random error above. An error of 1 K displaces the point from the true curve of Φap against β by 0.21/64.47 = 3.3 mV, twice the largest residual in (e). Errors of this size that vary independently from one temperature to the next can hide the evidence against a wrong A′; an offset common to all temperatures hardly changes the residuals.

**Variation 1: a mean barrier that drifts with temperature**

Let the zero-bias mean be m0 + α(T − 300 K), with α = −2.0 × 10⁻⁴ V K⁻¹ and the variance unchanged. What does the parabola return?

Because βT = q/k,

−β[m0 + α(T − 300 K)] = −β(m0 − 300 K × α) − αq/k.

The last term is constant and joins ln A*. The fitted mean is the linear law extrapolated to 0 K,

0.800 + 300 × 0.00020 = 0.860 V,

and the fitted prefactor is A* exp(−αq/k). With q/k = 11 605 K V⁻¹, the exponent is 2.32 and the prefactor is about 1020 A cm⁻² K⁻², ten times A*. The fitted s0 remains 0.060 V.

Within this model, J0(T) cannot separate α from A*. The two-step plot does not avoid the difficulty. Even if A′ equals the true A*, the constant in (5) is δ = αq/k = −2.32, larger in magnitude than in part (e). An independent measurement of α or A* is needed to obtain the mean at 300 K.

**Variation 2: the distribution at a fixed bias**

Recover the mean and variance at V = 0.20 V without extrapolating to zero bias.

Divide (1) by T²(e^{βV} − 1) and take the logarithm:

yV = ln{J/[T²(e^{βV} − 1)]} = ln A* − βm(V) + β²s²(V)/2.

This is (4) with the parameters at the chosen bias. The tabulated currents at 180, 240 and 340 K give yV = −41.5385, −31.0934 and −21.2735. The two slopes are

D12 = −10.4451/16.118 = −0.64804 V,

D23 = −9.8199/14.221 = −0.69052 V,

and hence

s²/2 = 0.04248/30.339 = 0.00140 V²,

m = 0.6905 + 0.00140 × 82.483 = 0.806 V.

The variance is 0.0028 V². Compared with zero bias, the mean has risen by 0.006 V and the variance has fallen by 0.0008 V². Division by 0.20 V gives ρ2 = 0.03 and ρ3 = −0.004 V, as found from n(T). With measured currents, a disagreement between the two routes larger than the experimental error would show that some assumption fails: series resistance, for example, lowers the current at high bias and would be misread as a change in the barrier distribution.
